Why nearest-neighbour donor hopping at low temperature needs compensation

Cool a lightly doped n-type semiconductor until its conduction band is empty of electrons. Each electron sits on a donor, in an orbital that overlaps slightly with the orbitals of neighbouring donors, so it can tunnel from one donor to the next with the help of phonons. If the crystal contains donors alone, there is one electron per donor: as many mobile objects as there could be without crowding. Yet this hopping current dies out on cooling. Adding acceptors, which remove electrons from the donors, brings it to life.

The Pauli principle does not explain this. A donor orbital has two spin states, and a second electron of opposite spin is allowed on it. If electrons did not repel one another, a set of donors with one electron each would be a half-filled band, with plenty of room for motion. What closes the donors is the energy of the second electron. An electron then needs an empty donor to go to, and in a cold, neutral crystal the acceptors supply the empty donors.

**The model and the count of empty sites**

Let there be N_D donors and N_A acceptors per unit volume, and let K = N_A/N_D, the compensation, be less than one. The first electron on a donor is bound by E_D below the conduction band edge. The second is bound by a smaller energy, and the difference is the double-occupancy cost U. All donors have the same level for now. The acceptor levels lie far below the donor levels, so each acceptor has taken one electron and is negatively charged. The sample is in thermal equilibrium, in the dark, neutral in its interior, and the applied field is weak.

Let x0, x1 and x2 be the fractions of donors that are empty, singly occupied and doubly occupied, and let n be the density of electrons in the conduction band. An empty donor has charge +e, a singly occupied one is neutral, and a doubly occupied one has charge −e. Holes in the valence band are negligible. Neutrality requires

N_D x0 − N_D x2 − N_A − n = 0.

Dividing by N_D gives

x0 = K + x2 + n/N_D.   (1)

Every empty donor is thus accounted for: its electron is on an acceptor, on another donor, or in the band. The last two destinations cost energy and are deserted on cooling. The first costs none, because the electron went down in energy to reach the acceptor.

**Why a fully occupied set of donors carries no current**

Suppose that K = 0 and every donor holds one electron. Draw a surface that cuts the sample in two, passing between donors. The number of electrons to its right equals the number of donors to its right. This holds for every arrangement of the spins, so no change among such states carries net charge through the surface. A steady current would have to do so without end.

The same fact can be put in terms of operators. Let P project onto states without double occupancy, at a fixed number of electrons, and let J be the current operator. J is a sum of terms that each move one electron to a neighbouring donor. Acting on a state with one electron everywhere, each term leaves one donor empty and makes another double, or gives zero by the Pauli principle. The result lies outside the allowed states, so

PJP = 0 for one electron per donor.

Remove one electron, and a neighbour of the empty donor can move into it. The final state is allowed and PJP no longer vanishes. For a ring of three donors, the largest matrix element of PJP is zero with three electrons and 1.000 t with two, where t is the tunnelling amplitude. Phonons do not change this count: they can supply or absorb energy, but they do not change how many electrons an arrangement puts on each side of the cut.

**What virtual hops do instead**

With finite U, an electron can visit an occupied neighbour for a short time without real energy being supplied. Two donors with two electrons show what this achieves. Let a bias raise the energy of an electron on the left donor by V/2 and lower it on the right by V/2. With one electron on each side the bias energies cancel. With both on the left the energy is U + V, and with both on the right it is U − V.

In a triplet the spins are parallel in the sense that matters here: both electrons cannot share one orbital, and the energy stays at zero. The singlet is a sum of two spin arrangements, each with amplitude 1/√2. Either can reach a given doubly occupied state with amplitude of magnitude t/√2, and the two contributions add to √2 t. Second-order perturbation theory, valid for t and |V| much less than U, then gives

E_singlet = −2t²/(U + V) − 2t²/(U − V).

At V = 0 this is −4t²/U, so the triplet lies higher by 4t²/U. This is the exchange coupling of the spins.

The probabilities of finding both electrons on the right and on the left are 2t²/(U − V)² and 2t²/(U + V)². In these states n_right − n_left is +2 and −2. Therefore

⟨n_right − n_left⟩ = 4t² [1/(U − V)² − 1/(U + V)²]
= 4t² · 4UV/(U² − V²)²
≈ 16t²V/U³.

The last form keeps the first order in V. For t = 1, U = 100 and V = 1, the formulas give a splitting of 0.04 and a charge shift of 1.6 × 10⁻⁵ electrons. Diagonalization gives 0.039984 and 1.5978 × 10⁻⁵. The charge shift is constant in a constant bias: the pair is polarized, and no direct current flows.

In a long chain, one electron's worth of charge could still pass coherently from end to end, with all donors singly occupied before and after. Each bond would have to be crossed at least once, so the order in t/U of such a process grows with the length of the chain. It is neglected here for a macroscopic sample with t much less than U.

**How many empty sites heat can supply**

Real pairs of empty and double donors do form at finite temperature. Write β = 1/kT, let μ be the chemical potential measured from the band edge, and define z = exp[β(μ + E_D)]. The statistical weights of one donor are

empty: 1,
single: 2z,
double: z² exp(−βU).

The factor 2 counts the spin states; the double state is a single state, with opposite spins. Each fraction is its weight divided by the sum of the three. The sum cancels in the combination

x0 x2/x1² = exp(−βU)/4.   (2)

Also, x1/x0 = 2z, so z = x1/(2x0). A dilute electron gas in the band has n = N_c exp(βμ), where N_c is the effective density of band states. With ν = N_c/N_D and exp(βμ) = z exp(−βE_D), this becomes

n/N_D = ν exp(−βE_D) x1/(2x0).   (3)

Multiply equation (1) by x0, move K x0 to the left, and insert (2) and (3):

x0(x0 − K) = x1² exp(−βU)/4 + ν x1 exp(−βE_D)/2.   (4)

For K = 0 and low temperature, nearly all donors are single and x1 can be set to one. Calling the resulting right-hand side B,

x0 ≈ √B, with B = exp(−βU)/4 + ν exp(−βE_D)/2.   (5)

Both terms vanish exponentially on cooling, so the uncompensated crystal loses its empty donors.

For fixed K > 0 the limit is different. Equation (1) shows that x0 is at least K, and x1 is at most one. Dividing (4) by x0 therefore gives

0 ≤ x0 − K ≤ B/K.

The bound goes to zero on cooling, so x0 → K. Between the two limits, when K and √B are both small, x1 ≈ 1 turns (4) into x0² − Kx0 − B = 0, whose positive root is

x0 ≈ K/2 + √(K²/4 + B).

Compensation takes over the supply of empty sites once K is much larger than √B. It also suppresses doubly occupied donors: by (2), x2 = x1² exp(−βU)/(4x0), which falls when x0 is held up at K. The low-temperature carriers are then the empty sites, with hardly any doubles beside them. This is a count of carriers, not of current. A weakly bound second electron has a wider orbital and hops much faster, so on warming the few doubles can carry far more than their share by number. The single hop rate used below leaves this out.

**The current once empty sites exist**

Now exclude double occupancy and let electrons hop between neighbours at rate Γ in each direction. A field F does work eFR on an electron that moves a distance R along the force. With f = eFR/kT, take the rates along and against the force as Γ exp(f/2) and Γ exp(−f/2). Their ratio is exp(f), as thermal equilibrium with the phonons demands.

Consider a ring of L sites with N electrons. All arrangements are equally probable even in the driven steady state, for the following reason. Going round the ring, the number of places where an occupied site is followed by an empty one equals the number where an empty site is followed by an occupied one, since each block of electrons has two ends. The first number counts forward hops out of an arrangement; the second counts forward hops into it. They balance, and so do the backward hops. Spin does not disturb this balance, because an empty donor accepts either spin.

The probability that a given site is occupied is N/L. Given that, its neighbour is one of L − 1 remaining sites, of which L − N are empty. The net number of electrons crossing a bond per unit time is therefore

I = Γ [exp(f/2) − exp(−f/2)] N(L − N)/[L(L − 1)]
≈ Γ f N(L − N)/[L(L − 1)] for small f.

For L = 4 the formula gives I/(Γf) = 1/4, 1/3 and 1/4 for one, two and three electrons. A kinetic calculation that follows each spin and permits double occupancy at a cost of 25 kT gives 0.250000, 0.333333 and 0.250000. In it, a hop that costs energy has its rate reduced by the Boltzmann factor of that energy, and the spin on a singly occupied donor flips at rate Γ.

The block argument applies to each line of a periodic cubic lattice along the field, while hops across the field have equal rates both ways. In a large lattice N/L = 1 − K and (L − N)/(L − 1) → K. One bond crosses each area R², so the current density is

j = (e/R²) Γ (eFR/kT) K(1 − K),

and the conductivity is

σ = e²Γ K(1 − K)/(R kT).   (6)

The factor 1 − K is the chance of finding an electron, and K the chance that its neighbour is empty. At K = 0 there are electrons and no destinations; at K = 1 there are destinations and no electrons. Near K = 0 it is natural to call the empty donors the carriers, since each moves through the occupied sites like a particle of charge +e.

**The filled ring, and two different exponents**

If U is finite, a filled ring can conduct by making an empty–double pair, letting the partners travel round, and letting them meet again. For the four-site ring with four electrons, the kinetic calculation gives I/(Γf) = 1.23 × 10⁻⁵ at U = 12 kT and 1.66 × 10⁻⁶ at U = 14 kT. The logarithm of their ratio, divided by the change of 2 in U/kT, is 0.99999. The activation energy is U, whereas equation (5) without the band term gives a carrier density proportional to exp(−βU/2).

Counting arrangements reconciles the two. With m empty and m double donors among L, the total weight is

W(m) = L!/[m! m! (L − 2m)!] · 2^(L − 2m) · exp(−mβU).

For one pair compared with none,

W(1)/W(0) = L(L − 1) exp(−βU)/4.

In a small ring this ratio is tiny. There is seldom a pair, and its probability carries the full factor exp(−βU). In a large sample many pairs are present, and the most probable m is where W(m + 1)/W(m) ≈ 1. For m much greater than one this reads

(L − 2m)² exp(−βU)/(4m²) = 1, so m/(L − 2m) = exp(−βU/2)/2.

This is equation (2) with x0 = x2. The partners have separated and mixed with those of other pairs, and the many places open to each of them halve the exponent. For 200,000 sites and U = 10 kT, direct summation over m gives a double fraction of 3.345 × 10⁻³, against 3.346 × 10⁻³ from the site statistics. With K = 0.01 the fraction drops to 1.006 × 10⁻³, against 1.007 × 10⁻³, which shows the suppression of doubles by compensation. In both the small ring and the large sample, conduction without compensation is frozen out.

**A numerical case**

Take an unnamed semiconductor with N_D = 10¹⁷ cm⁻³, E_D = 45 meV and a second-electron binding of 2 meV. Then U = 45 − 2 = 43 meV. The density-of-states mass is the free-electron mass, and the relative permittivity is 12. Compare K = 0 with K = 0.02, for which the acceptor density is 0.02 × 10¹⁷ = 2 × 10¹⁵ cm⁻³. The populations come from a numerical solution of the neutrality condition.

At 5 K, kT = 0.431 meV. Without compensation the empty fraction is 1.07 × 10⁻²², or 1.07 × 10⁻⁵ empty donors per cubic centimetre: about one in 9 × 10⁴ cm³ of crystal. This figure is for a crystal with no acceptors at all. By equation (1), even one acceptor per 10¹⁰ donors would supply 10⁷ empty donors per cubic centimetre, so residual acceptors decide the matter in a real sample at this temperature. With K = 0.02 there are 2 × 10¹⁵ per cubic centimetre, more by a factor of about 2 × 10²⁰.

At 10 K the uncompensated fraction is 8.3 × 10⁻¹², and at 20 K it is 3.7 × 10⁻⁶. In the compensated crystal it stays at 0.02 at all three temperatures. Even at 20 K the bound B/K on the excess is (3.7 × 10⁻⁶)²/0.02 ≈ 7 × 10⁻¹⁰.

The uncompensated crystal's missing electrons change their destination with temperature. At 5 K nearly all are on doubly occupied donors, and band electrons make up about 1% of the total. At 20 K the band holds 2.7 × 10⁻⁶ per donor and the doubles account for 1.0 × 10⁻⁶. Dividing (3) by x2 from (2) explains the change:

(n/N_D)/x2 = 2ν exp[−β(E_D − U)]/x1.

Here E_D − U is just the 2 meV binding of the second electron. Warming releases it easily, and ν also grows, as T^(3/2). The empty fraction of the uncompensated crystal reaches 0.02 at about 52 K. The need for compensation is thus a low-temperature statement: heat can supply empty donors too, but it then supplies band electrons, which conduct in parallel.

For the conductivity, take R = N_D^(−1/3) = 21.5 nm and choose Γ = 10⁶ s⁻¹. This rate is illustrative and generous. It contains the tunnelling factor exp(−2R/a), with decay length a = ħ/√(2mE_D). That factor is about 10⁻⁹ for a tunnelling mass of 0.19 free-electron masses (a = 2.1 nm) and about 5 × 10⁻²¹ for the free-electron mass (a = 0.92 nm), against phonon attempt rates near 10¹² to 10¹³ s⁻¹. With kT/e = 4.31 × 10⁻⁴ V, equation (6) gives

σ = (1.60 × 10⁻¹⁹ C)(10⁶ s⁻¹)(0.02 × 0.98)/[(2.15 × 10⁻⁸ m)(4.31 × 10⁻⁴ V)]
≈ 3.4 × 10⁻⁴ S/m = 3.4 × 10⁻⁶ S/cm.

This is the value for donors of equal energy. The acceptors that supply the empty sites also spoil that equality.

**Why compensation is not sufficient**

A negatively charged acceptor raises the energy of an electron on a nearby donor. That donor is therefore the favourable one to leave empty: the positive empty site is bound to the negative acceptor. At distance R the Coulomb energy is

e²/(4π ε₀ · 12 · R) ≈ 5.6 meV,

which is 12.9 kT at 5 K.

The effect on the current can be solved for a ring with one empty site and one trap of depth W. The empty site has relative weight 1 at the trap and exp(−βW) at each of the other L − 1 sites. Let hops that lower the energy, or leave it unchanged, have rate Γ, and hops that raise it by W have rate Γ exp(−βW). The equilibrium traffic one way across a bond is the probability of the starting site times the rate. Leaving the trap, the small factor comes from the rate; elsewhere, it comes from the probability. Hence the traffic on every bond is Γg, with

g = exp(−βW)/[1 + (L − 1) exp(−βW)].

A weak drive adds Γgf to the net flow on each bond. The drive also changes each site probability by a small relative amount. This adds to the flow on each bond Γg times the difference of the relative changes at its two ends, and these differences sum to zero round the ring. Since the steady flow is the same on every bond, it must be Γgf. For L = 4 and W = 3 kT this gives 0.0498/(1 + 3 × 0.0498) = 0.0433, and the kinetic calculation gives 0.043317. Without the trap the value was 0.25.

When (L − 1) exp(−βW) is small, the current in this ring with its single empty site is activated with energy W; when it is large, the empty site spends most of its time free, and g approaches 1/L. In the numerical case there are 50 donors per acceptor. The Boltzmann factor for 5.6 meV at 5 K is 2.4 × 10⁻⁶, and 49 times this is about 10⁻⁴, the free fraction for one empty site confined with one trap. A crystal has many traps, and freed empty sites mix, as the partners of the pairs did above. For equal traps the free fraction φ obeys φ²/(1 − φ) ≈ 49 exp(−βW). This gives φ ≈ 10⁻² and an activation energy of W/2 where the current can pass round the traps. The empty sites are still mostly bound, and (6) is too high by about two orders of magnitude at this temperature. The estimate is rough, because the Coulomb attraction extends over many donors and donor positions are random. The median distance from an acceptor to its nearest donor is (3 ln 2/4π)^(1/3) R = 0.55 R, a binding of about 10 meV, and the traps are not equal, so the activation energy of a real crystal does not follow from this model. Compensation removes the need to pay for making a carrier; it leaves the smaller cost of setting the carrier free.

**Where the argument stops**

The premise is that nothing can pay for double occupancy. It fails if donor levels differ by more than U, since electrons then leave the higher donors for the lower ones and create empty sites without acceptors. Between neighbours a somewhat smaller difference is enough, because the empty and the double donor attract each other. It also fails in a field strong enough that one hop to a neighbour gains U, here about 43 mV over 21.5 nm, or 2 × 10⁴ V/cm. This is an upper limit, not the onset: a longer hop gains the same energy in a weaker field, and stray band electrons accelerated by the field can knock others off their donors. It also fails when donors are so close that t is comparable with U, because single occupancy is then no longer a good starting point. Light, injection from contacts or a gate can change the number of electrons on the donors, and equation (1) with K alone no longer counts the empty sites.

Attraction between a thermally made empty donor and a double one was left out of the statistics. For neighbours it lowers the pair's cost by about 5.6 meV out of 43 meV. The remaining 37 meV is still far above kT at 5 K, and the partners must regain the difference before they can separate and carry a steady current. The results of the numerical calculations are in the output below; the other numbers follow from them, or from the stated inputs, by short arithmetic.

Computed results

```
Projected current, 3 sites 3 electrons: 0.0e+00 (units t)
Projected current, 3 sites 2 electrons: 1.000 (units t)
Pair model: t = 1, U = 100, V = 1 (units t)
Pair singlet-triplet splitting: 0.039984 (units t)
Pair charge shift under bias: 1.5978e-05 electrons
Ring 4 sites 1 electrons, current/drive: 0.250000 (hop rate)
Ring 4 sites 2 electrons, current/drive: 0.333333 (hop rate)
Ring 4 sites 3 electrons, current/drive: 0.250000 (hop rate)
Filled ring, U/kT=12, current/drive: 1.2288e-05 (hop rate)
Filled ring, U/kT=14, current/drive: 1.6631e-06 (hop rate)
Filled-ring activation energy / U: 0.99999
Trap depth W/kT: 3.0
Trapped empty site, current/drive: 0.043317 (hop rate)
Counting test: 200000 sites, U/kT = 10
K=0.00 double fraction: count 3.345184e-03, law 3.346425e-03
K=0.01 double fraction: count 1.006188e-03, law 1.006573e-03
Donor density: 1.0e+17 cm^-3
First-electron binding: 45.0 meV
Second-electron binding: 2.0 meV
Double-occupancy cost U: 43.0 meV
Compensation K: 0.02
Acceptor density: 2.00e+15 cm^-3
T=5 K: kT = 0.4309 meV
  K=0 empty fraction: 1.0719e-22; low-T law 1.0719e-22
  K=0 double fraction: 1.0609e-22; band/donors 1.1044e-24
  K=0 empty density: 1.0719e-05 cm^-3
  K=0.02 empty fraction: 0.02000000
T=10 K: kT = 0.8617 meV
  K=0 empty fraction: 8.3253e-12; low-T law 8.3253e-12
  K=0 double fraction: 6.4046e-12; band/donors 1.9207e-12
  K=0 empty density: 8.3253e+05 cm^-3
  K=0.02 empty fraction: 0.02000000
T=20 K: kT = 1.7235 meV
  K=0 empty fraction: 3.6789e-06; low-T law 3.6789e-06
  K=0 double fraction: 9.9242e-07; band/donors 2.6865e-06
  K=0 empty density: 3.6789e+11 cm^-3
  K=0.02 empty fraction: 0.02000000
K=0 empty fraction reaches 0.02 at: 51.98 K
Donor spacing R: 21.54 nm
Relative permittivity: 12.0
Coulomb energy at R: 5.570 meV
Coulomb energy / kT at 5 K: 12.93
Boltzmann factor of that energy at 5 K: 2.432e-06
Chosen hop rate: 1.0e+06 s^-1
Equal-energy conductivity at 5 K: 3.3829e-06 S/cm
```
